# A dragged coordinate, a missed saddle and the relaxed migration path

## The problem

An atom migrates through a barrier layer. Let $x$ be its displacement along the hop and $y$ a collective displacement of the surrounding framework that must accompany it. The model energy surface is

$$V(x,y)=W(u)+\frac{k}{2}\,[x-g(u)]^2,\qquad u=\frac{y}{b},\qquad g(u)=pu+qu^3,$$

$$W(u)=\frac{\kappa L}{4}+\kappa\left[-\frac{p}{2}u^2+\frac{p-3q}{4}u^4+\frac{q}{2}u^6\right],\qquad L=p+q,$$

with $p,q,b,k,\kappa>0$. The energy is classical and static: zero-point and thermal contributions are left out. The algebra is in atomic units; since no $\hbar$ occurs, the same equations hold in eV and Å, which are used for the numbers.

The curve $x=g(u)$ is the floor of a valley whose stiffness along $x$, at fixed $y$, is $k$. Its slope $dx/du=p+3qu^2$ is small near $u=0$ if $p\ll q$, and large near $u=\pm1$. The valley therefore bends: in the middle it runs mostly along $y$, at its ends mostly along $x$.

The atom starts in the well at $(-L,-b)$ and ends in the well at $(L,b)$, where $V=0$. Take $p=0.1$ Å, $q=0.9$ Å, $b=1.2$ Å, $k=4$ eV/Å² and $\kappa=4$ eV/Å, so that $L=1$ Å. What is the migration barrier?

## A tempting but wrong solution

The hop is a motion along $x$, so drag the atom: fix $x$, let $y$ relax downhill from its previous value, advance $x$, and repeat. The highest relaxed energy is taken as the barrier.

For the relaxation we need $\partial V/\partial u$ at fixed $x$. Differentiating $W$ gives

$$W'(u)=\kappa\left[-pu+(p-3q)u^3+3qu^5\right]=\kappa\,(p+3qu^2)(u^3-u)=\kappa\,g'(u)\,(u^3-u),$$

as multiplying out the product confirms. Hence

$$\frac{\partial V}{\partial u}=W'-k(x-g)g'=g'(u)\left[\kappa(u^3-u)-k(x-g)\right].$$

Define $\eta=\kappa/k$, a length, and collect powers of $u$:

$$\frac{\partial V}{\partial u}=k\,g'(u)\,[X(u)-x],\qquad X(u)=g+\eta(u^3-u)=c\,u^3-a\,u, \tag{1}$$

$$a=\eta-p,\qquad c=q+\eta .$$

Since $g'>0$, the relaxed points obey $x=X(u)$. The start is on this curve, because $X(-1)=a-c=-(p+q)=-L$.

Along the curve $\partial V/\partial u=0$, so the energy changes only through $x$. There $x-g=\eta(u^3-u)$, which gives

$$\frac{\partial V}{\partial x}=k(x-g)=\kappa(u^3-u), \tag{2}$$

$$\frac{dV}{du}=\frac{\partial V}{\partial x}\frac{dX}{du}=\kappa(u^3-u)(3cu^2-a)=\kappa\left[au-(a+3c)u^3+3cu^5\right].$$

Integrate, and fix the constant by $V=0$ at $u=-1$. The bracket below is then $\tfrac a2-\tfrac{a+3c}{4}+\tfrac c2=\tfrac{a-c}{4}=-\tfrac L4$, so the constant is $\kappa L/4$:

$$V=\frac{\kappa L}{4}+\kappa\left[\frac{a}{2}u^2-\frac{a+3c}{4}u^4+\frac{c}{2}u^6\right]. \tag{3}$$

The surface is unchanged under $(x,y)\to(-x,-y)$, so the halfway point of the hop is $x=0$, and it seems natural to look for the transition state there. Setting $X(u)=0$ with $u\neq0$ gives $u^2=a/c\equiv t$. The numbers are $\eta=1$ Å, $a=0.9$ Å, $c=1.9$ Å and $t=0.4737$. With $a=ct$, equation (3) becomes

$$V_0=\frac{\kappa L}{4}+\kappa c\,t^2\left[\frac12-\frac{t+3}{4}+\frac t2\right]=\frac{\kappa L}{4}-\frac{\kappa c\,t^2(1-t)}{4}, \tag{4}$$

$$V_0=1-\frac{4\times1.9\times0.4737^2\times0.5263}{4}=0.776\ \text{eV}.$$

A drag in steps of 0.25 Å seems to confirm this: its highest recorded energy is 0.7756 eV, at $x=0$. The barrier would be 0.78 eV.

## Where it fails

A saddle is a stationary point in both coordinates. At the proposed transition state $u=-\sqrt t=-0.688$, and (2) gives $\partial V/\partial x=4\times(-0.326+0.688)\approx1.45$ eV/Å. The framework is relaxed, but the atom is still being pushed up a slope. Symmetry maps this point onto a different one, $u=+\sqrt t$, and so it gives no reason for the force to vanish.

The point that symmetry maps onto itself is $(0,0)$. It also solves $x=X(u)$, and by (2) the force on $x$ is zero there. The drag does not find it because of the curvature in $y$. Differentiating (1) on the curve $x=X(u)$, where the square bracket vanishes, leaves

$$\frac{\partial^2V}{\partial y^2}=\frac{k}{b^2}\,g'(u)\,X'(u),\qquad \left.\frac{\partial^2V}{\partial y^2}\right|_{(0,0)}=-\frac{kpa}{b^2}=-0.25\ \text{eV/Å}^2. \tag{5}$$

For $a>0$ the origin is a maximum of $V(0,y)$. Relaxing $y$ pushes the system away from the very point that is sought. The points $u=\pm\sqrt t$ have $X'=-a+3ct=2a>0$ and are the two minima of the same section.

### What the drag really does

By (5), a relaxed point is stable only where $X'(u)=3cu^2-a>0$. Starting from $u=-1$, the stable branch ends at $u=-u_f$ with

$$u_f=\sqrt{\frac{a}{3c}}=\sqrt{\frac t3}=0.397,\qquad x_f=X(-u_f)=u_f\left(a-cu_f^2\right)=\frac23\,a\,u_f=0.238\ \text{Å}.$$

So the forward drag passes $x=0$ without any event and loses its minimum only at $x_f>0$, with $y=-0.477$ Å. Then $y$ runs downhill at fixed $x$. To find where it stops, note that $cu^3-au-x_f=0$ has no $u^2$ term, so its three roots sum to zero. Since $-u_f$ is a double root, the third is $2u_f$, or $y=0.954$ Å. The reverse drag does the same at $-x_f$. Between $-x_f$ and $x_f$ the relaxed $y$ depends on the direction of travel, and so does the relaxed energy except at $x=0$, where the two branches have equal energy by symmetry. This is hysteresis.

On the forward branch $-1<u<0$, and (2) gives $\partial V/\partial x>0$: the energy rises right up to the jump. Put $u^2=t/3$ into (3):

$$V_f=\frac{\kappa L}{4}+\kappa c\,t^2\left[\frac16-\frac{t+3}{36}+\frac{t}{54}\right]=\frac{\kappa L}{4}+\frac{\kappa c\,t^2(9-t)}{108}=1.135\ \text{eV}. \tag{6}$$

The landing point has $u^2=4t/3$ and the energy

$$V_l=\frac{\kappa L}{4}+\kappa c\,t^2\left[\frac23-\frac{4(t+3)}{9}+\frac{32t}{27}\right]=\frac{\kappa L}{4}+\kappa c\,t^2\left[-\frac23+\frac{20t}{27}\right].$$

The difference is the energy released in one jump:

$$V_f-V_l=\kappa c\,t^2\left[\frac1{12}+\frac23-t\left(\frac1{108}+\frac{20}{27}\right)\right]=\frac34\,\kappa c\,t^2(1-t)=0.673\ \text{eV}. \tag{7}$$

On the smooth parts of a closed drag cycle, the work done on $x$ equals the change in $V$. In the jumps $V$ falls while $x$ is fixed, so no work is done. As $V$ returns to its initial value, the total work must equal the two releases, 1.346 eV. Integrating the force around the numerical cycle gives 1.347 eV, in agreement within the error set by the finite step. A reversible path would give zero.

### Why the step size changed the answer

A drag with finite steps records the branch energy at grid points and misses the rise between the last of them and $x_f$. With steps of 0.25 Å the last point before the jump is $x=0$, and the next, $x=0.25$ Å, lies just beyond the fold. The recorded maximum is 0.776 eV. With steps of 0.20 Å the last point is $x=0.20$ Å and the maximum is 1.078 eV. With steps of 0.0002 Å it is 1.135 eV. Refining the grid makes the drag converge, but to the energy of the fold, which is not a stationary point of $V$.

Combining forward and reverse drags and keeping the lower energy at each $x$ does not help either. One branch rises with $x$ and its mirror image falls, so the lower envelope peaks where they cross, at $x=0$, and returns the 0.776 eV of (4); a grid that does not contain $x=0$ records a still lower value.

## The right solution

**Stationary points.** The condition $\partial V/\partial x=k(x-g)=0$ puts every stationary point on the valley floor. Then $\partial V/\partial u=W'(u)=\kappa g'(u)(u^3-u)=0$, and $g'>0$ leaves $u=0$ and $u=\pm1$. At the origin the second derivatives are $V_{xx}=k$, $V_{xy}=-kp/b$ and, from (5), $V_{yy}=-kpa/b^2$. The determinant of the Hessian is

$$V_{xx}V_{yy}-V_{xy}^2=-\frac{k^2pa}{b^2}-\frac{k^2p^2}{b^2}=-\frac{k^2p\,(a+p)}{b^2}=-\frac{k^2p\,\eta}{b^2}<0 .$$

The origin is therefore a saddle for every positive $k$, whatever the sign of $a$. In the example the eigenvalues are $-0.276$ and $4.026$ eV/Å². At $u=\pm1$ the same determinant is $kW''(u)/b^2=2k\kappa g'(1)/b^2>0$, and with $V_{xx}>0$ these points are minima.

**The barrier.** Every continuous path from $y=-b$ to $y=b$ crosses $y=0$ somewhere, and on that line

$$V(x,0)=\frac{\kappa L}{4}+\frac k2x^2\;\ge\;\frac{\kappa L}{4}.$$

No path can have a lower maximum than $\kappa L/4$. The valley floor reaches this bound: on it $V=W(u)$, and $W'=\kappa g'(u^3-u)$ is positive for $-1<u<0$ and negative for $0<u<1$, so the maximum is $W(0)$. Hence

$$\boxed{E_b=\frac{\kappa L}{4}=1.000\ \text{eV}=0.036749\ \text{hartree}} \tag{8}$$

The barrier does not depend on $k$, although for $a>0$ the result of the drag does.

As a check that does not use this argument, the surface was flooded on a grid. At 0.005 eV below $E_b$ the two wells lie in separate pools; at 0.005 eV above it the pools have joined.

The bound also explains why the converged drag overestimates the barrier. The forward branch, the downhill jump and the rest of the product branch together form a continuous path, so its maximum cannot lie below $E_b$. The jump crosses $y=0$ at $x=x_f$, where the energy is $1+\tfrac12\times4\times0.238^2=1.11$ eV. This lies below the 1.135 eV of the fold, as a downhill run requires, and above $E_b$. The value 0.776 eV could fall below $E_b$ because the points behind it do not form a continuous path.

## Finding the saddle without knowing it

On a real surface $g$ and $W$ are not available. A relaxed path can be computed from gradients alone. Place a chain of images between the wells, and repeat two operations: move each image by a small step along $-\nabla V$ in both coordinates, then respace the images evenly by arc length. Respacing moves images only along the path, so it can cancel only the tangential part of the downhill step. The chain comes to rest when

$$\nabla V-(\nabla V\cdot\boldsymbol\tau)\,\boldsymbol\tau=0,$$

with $\boldsymbol\tau$ the unit tangent. This is the condition for a minimum-energy path. No coordinate is singled out as the one to be driven, and neighbouring images cannot jump apart as successive drag points do, since the spacing is kept equal.

The highest image is then released from the chain and moved along $-\nabla V+2(\nabla V\cdot\boldsymbol\tau)\boldsymbol\tau$, with $\boldsymbol\tau$ held fixed: uphill along the path and downhill across it. Near the saddle, with Hessian $H$ and displacement $\mathbf r$ from the saddle, this motion reads

$$\dot{\mathbf r}=-M\mathbf r,\qquad M=(1-2\boldsymbol\tau\boldsymbol\tau^{T})H .$$

In two dimensions it converges if $\det M>0$ and $\operatorname{tr}M>0$. The reflection has determinant $-1$, so $\det M=-\det H>0$ at a saddle. With $\mathbf n$ the unit normal to $\boldsymbol\tau$,

$$\operatorname{tr}M=\operatorname{tr}H-2\boldsymbol\tau^{T}H\boldsymbol\tau=\mathbf n^{T}H\mathbf n-\boldsymbol\tau^{T}H\boldsymbol\tau .$$

The tangent need not be an eigenvector. It is enough that the curvature across it exceeds the curvature along it, provided the numerical step is small.

In the example, 40 images start on an arc that bulges towards the corner $(L,-b)$. Its highest image has 2.50 eV, and the image closest to the saddle is about 0.76 Å away from it. After relaxation the highest image has 0.9997 eV. It falls slightly short because an even number of equally spaced images on a symmetric path leaves none at the centre. The climbing step removes this shortfall and gives 1.000000 eV.

The relaxed path is not the valley floor. On the floor $\nabla V=(0,W'/b)$ points along $y$, while the tangent is proportional to $(g',b)$; the two are not parallel between the stationary points. A steepest-descent curve integrated from the saddle to the product well departs from the floor by up to about 0.20 Å in $x$. The relaxed images on that side, compared for $y>0.05$ Å, lie within about 0.001 Å of the curve. Both paths cross the same saddle, so they give the same barrier.

## When dragging works, and when it fails completely

**Stiff valley.** If $a<0$, that is

$$k>\frac{\kappa}{p}=40\ \text{eV/Å}^2,$$

then $X'(u)=3cu^2-a>0$ for all $u$ (here $c>0$). There is one relaxed $y$ for each $x$, the branch passes through the origin, and dragging is reversible. At $k=60$ eV/Å² the forward and reverse drags coincide and peak at 1.0000 eV. As $k\to\infty$, $\eta\to0$ and $X\to g$: the dragged branch becomes the valley floor.

Just below the threshold $a$ is small and positive. With $t=a/c$, (6) and (4) give to leading order

$$V_f-E_b\simeq\frac{\kappa a^2}{12c},\qquad E_b-V_0\simeq\frac{\kappa a^2}{4c},\qquad 2x_f=\frac{4a^{3/2}}{3\sqrt{3c}} .$$

The errors set in continuously, so a narrow hysteresis loop goes with a small error in this model.

**Soft valley.** The jump occurs before the product position $x=L$ only if $x_f<L$. Since $x_f=X(2u_f)$, $L=X(1)$ and $X$ increases beyond $u_f$, this means $2u_f<1$, or $t<3/4$. Writing $a<\tfrac34c$ as $\eta-p<\tfrac34(q+\eta)$ gives $\eta<4p+3q$, or

$$k>\frac{\kappa}{4p+3q}=1.29\ \text{eV/Å}^2 .$$

For a softer valley the atom arrives at its final position while the framework is still on the reactant side. At $k=1.03$ eV/Å² the drag to $x=L$ ends at $y=-0.84$ Å instead of $+1.2$ Å. The highest energy on such a drag describes no completed migration.

**The other coordinate.** Dragging $y$ and relaxing $x$ succeeds here for every $k$: since $V_{xx}=k>0$, the relaxed value is uniquely $x=g(u)$, and the energy is $W(u)$, with maximum $E_b$. In this model the good driving coordinate is the framework, not the migrating atom. Choosing it in advance requires knowledge of the valley that the calculation was meant to supply.

## Reading the numbers

| Procedure ($k=4$ eV/Å²) | Highest energy (eV) | Error relative to $E_b$ |
|---|---|---|
| Drag $x$, step 0.25 Å | 0.776 | −22 % |
| Drag $x$, step 0.20 Å | 1.078 | +8 % |
| Drag $x$, vanishing step | 1.135 | +13 % |
| Relaxed path with climbing image | 1.000 | none at this precision |

The converged drag peak is 0.041697 hartree, against 0.036749 hartree for the true barrier. In a thermally activated rate proportional to $\exp(-E/k_BT)$, an error $\Delta E$ in the barrier multiplies the rate by $\exp(-\Delta E/k_BT)$, so even the sign of the rate error here depends on the drag step.

Three checks expose the fault without knowledge of the true barrier: the force on the dragged coordinate at the supposed saddle, a drag in the reverse direction, and the continuity of the relaxed coordinates from step to step. The third check needs a drag that reaches the jump: in a valley too soft for that, $y$ changes smoothly and simply stays on the reactant side. The second check must start from the fully relaxed product well: in such a soft valley a reverse drag started from the end point of the forward drag retraces the same branch and shows no hysteresis. In this check the relaxed coordinates must be compared, not only the energies: with the 0.25 Å step the only grid point between $-x_f$ and $x_f$ is $x=0$, where both directions give the same energy but opposite $y$. A proper saddle has zero gradient in all coordinates and one negative Hessian eigenvalue. Even then, a relaxed path on a general surface establishes the barrier of that path only. That no lower pass exists was shown here by the crossing argument on $y=0$, which belongs to this model. The values quoted can be compared with the numerical output below.

## Numbers as computed

```
input barrier E_b: 1.0000 eV
input p: 0.1000 angstrom
input q: 0.9000 angstrom
input b: 1.2000 angstrom
input stiffness k: 4.0000 eV/angstrom^2
well position L: 1.0000 angstrom
kappa: 4.0000 eV/angstrom
eta: 1.0000 angstrom
a: 0.9000 angstrom
c: 1.9000 angstrom
t: 0.4737 (dimensionless)
V_yy at saddle: -0.2500 eV/angstrom^2
negative Hessian eigenvalue at saddle: -0.2760 eV/angstrom^2
positive Hessian eigenvalue at saddle: 4.0260 eV/angstrom^2
u_fold: 0.3974 (dimensionless)
fold x, solved numerically: 0.2384 angstrom
fold y, solved numerically: -0.4768 angstrom
landing y, formula: 0.9537 angstrom
fine drag step: 0.0002 angstrom
last x before forward jump: 0.2384 angstrom
first y after forward jump: 0.9537 angstrom
closest approach of forward drag to saddle: 0.5359 angstrom
drag peak, formula: 1.1346 eV
drag peak, fine drag: 1.1346 eV
branch crossing at x=0, formula: 0.7756 eV
recorded maximum, step 0.25 angstrom: 0.7756 eV
recorded maximum, step 0.20 angstrom: 1.0780 eV
energy released per jump, formula: 0.6731 eV
energy released in forward jump, fine drag: 0.6733 eV
work per closed cycle, formula: 1.3463 eV
work per closed cycle, integrated: 1.3467 eV
drag reversible above k: 40.0000 eV/angstrom^2
stiff test k: 60.0000 eV/angstrom^2
drag peak at stiff test k: 1.0000 eV
drag to x=L stays stuck below k: 1.2903 eV/angstrom^2
soft test k: 1.0323 eV/angstrom^2
final y at soft test k: -0.8417 angstrom
number of string images: 40
highest image of initial string: 2.5028 eV
closest initial image to saddle: 0.7573 angstrom
highest image of relaxed string: 0.9997 eV
barrier from climbing image: 1.000000 eV
barrier from climbing image: 0.036749 hartree
drag peak, formula: 0.041697 hartree
largest string deviation from descent curve: 0.0010 angstrom
largest x offset of descent curve from floor: 0.2012 angstrom
peak when y is dragged instead: 1.0000 eV
```
